# Why three-adatom interactions break the half-coverage symmetry of lattice-gas phase diagrams

**Question.** A lattice gas of adatoms with pair interactions has a phase diagram symmetric about half coverage. Why does an interaction among three adatoms generally destroy this symmetry, and how large is the effect?

**Answer.** The symmetry comes from exchanging adatoms and holes. A pair energy survives this exchange unchanged, apart from terms that shift the chemical potential. A trio energy contains a part that changes sign, and no shift of the chemical potential can remove it.

## The model

Each site $i$ is empty or occupied, $n_i=0$ or $1$. The lattice is periodic with $M$ equivalent sites, each having four nearest neighbours. The interaction energies do not depend on coverage or temperature, and negative energies attract. The energy is

$$E=V_1\sum_{\rm nn}n_in_j+V_2\sum_{\rm diag}n_in_j+W\sum_{\rm trios}n_in_jn_k+U\sum_{\rm cells}n_in_jn_kn_l .$$

A cell is the smallest four-sided loop of sites. $V_1$ acts between nearest neighbours and $V_2$ across a cell diagonal. $W$ acts when three corners of a cell are occupied, and $U$ is an additional energy when all four are. Per site there are two neighbour bonds, two diagonals, four trios and one cell, so the full layer has energy per site

$$e=2V_1+2V_2+4W+U .$$

The chemical potential $\mu$ is measured from the energy of an isolated adatom, $N=\sum_i n_i$, and $\theta=\langle N\rangle/M$. In the algebra $T$ stands for $k_BT$.

## What the exchange does to pairs

Set $W=U=0$ and replace every $n_i$ by $1-n_i$. Each pair product becomes

$$(1-n_i)(1-n_j)=1-n_i-n_j+n_in_j .$$

The last term is the original interaction with its original sign. Each site has four neighbours and four diagonal partners, so the linear terms add up to $-(4V_1+4V_2)N$. With $\mu^*=2V_1+2V_2$,

$$E(1-n)=M\mu^*-2\mu^*N+E(n).$$

The exchanged configuration has $M-N$ adatoms. Subtracting $\mu(M-N)$ gives

$$E(1-n)-\mu(M-N)=M(\mu^*-\mu)+E(n)-(2\mu^*-\mu)N .$$

Summing the Boltzmann factors over all configurations relates the grand partition function $\Xi$ at two chemical potentials:

$$\ln\Xi(\mu)=\frac{M(\mu-\mu^*)}{T}+\ln\Xi(2\mu^*-\mu).$$

Since $\theta=(T/M)\,\partial\ln\Xi/\partial\mu$, differentiation gives

$$\theta(\mu)=1-\theta(2\mu^*-\mu).$$

A transition at $\mu$ therefore has a partner at $2\mu^*-\mu$ and the same temperature, with coverage $\theta$ replaced by $1-\theta$. This holds for pair forces of any finite range, with $\mu^*=\frac12\sum_jV_{0j}$. Equivalence of the sites matters. If the site energies $\varepsilon_i$ differ, the same algebra needs $\varepsilon_i+\frac12\sum_jV_{ij}$ to be equal on all sites, because one chemical potential must absorb every linear term. Unequal sites can still give a symmetric diagram if a lattice operation reverses their pattern. With site energies $\pm\varepsilon$ in a checkerboard, for example, the exchange combined with a shift by one site restores the symmetry.

## What the exchange does to trios

For three sites,

$$(1-n_i)(1-n_j)(1-n_k)=1-(n_i+n_j+n_k)+(n_in_j+n_in_k+n_jn_k)-n_in_jn_k .$$

The cubic term has reversed its sign, and pair terms have appeared. A neighbour bond belongs to two cells, and in each cell two trios contain it, so it collects $4W$. A diagonal belongs to one cell and collects $2W$. With $U=0$, the holes thus interact through

$$V_1\to V_1+4W,\qquad V_2\to V_2+2W,\qquad W\to-W .$$

Not everything in $W$ is odd under the exchange, since part of it acts as a pair energy. The variable $s_i=2n_i-1=\pm1$ separates the two parts, because the exchange is then simply $s_i\to-s_i$. Inserting $n_i=(1+s_i)/2$,

$$n_in_jn_k=\tfrac18\left(1+s_i+s_j+s_k+s_is_j+s_is_k+s_js_k+s_is_js_k\right).$$

A pair product contributes $\frac14s_is_j$. A four-site product contributes $\frac1{16}$ times every product of its spins. Collecting terms,

$$E-\mu N=\text{const}+h\sum_i s_i+J_1\sum_{\rm nn}s_is_j+J_2\sum_{\rm diag}s_is_j+C\sum_{\rm trios}s_is_js_k+\frac U{16}\sum_{\rm cells}s_is_js_ks_l ,$$

$$J_1=\frac{V_1}4+\frac W2+\frac U8,\qquad J_2=\frac{V_2}4+\frac W4+\frac U{16},\qquad C=\frac W8+\frac U{16}.$$

The exchange reverses $h$ and $C$ and leaves the other coefficients alone. The field $h$ contains $-\mu/2$ and can be tuned freely, but $C$ is fixed by the material. The phase diagram for $C$ is therefore the mirror image of the diagram for $-C$. The diagram is guaranteed to be its own mirror image when $C=0$.

This includes an exception: if $U=-2W$, then $C=0$ and the symmetry returns although a trio energy is present.

## Does a nonzero cubic term really show?

The sign reversal removes the reason for the symmetry. To see that the symmetry is in fact lost, one must find a quantity that differs on the two sides. The first two cases below show it, and the third illustrates it in mean field.

**High temperature, any signs of the energies.** To first order in interaction energy over $T$, the free energy at fixed coverage is the ideal mixing term plus the energy averaged over randomly placed adatoms. That average per site is $(2V_1+2V_2)\theta^2+4W\theta^3+U\theta^4$, so

$$\mu(\theta)=T\ln\frac{\theta}{1-\theta}+4(V_1+V_2)\theta+12W\theta^2+4U\theta^3 .$$

Under the symmetry, $\mu(\theta)+\mu(1-\theta)$ would equal $2\mu^*$ at every coverage. With $p=\theta(1-\theta)$ one has $\theta^2+(1-\theta)^2=1-2p$ and $\theta^3+(1-\theta)^3=1-3p$. The logarithms cancel, and

$$\mu(\theta)+\mu(1-\theta)=4(V_1+V_2)+12W+4U-12(2W+U)p .$$

Since $2W+U=16C$, the coverage-dependent part is $-192\,C\,p$. It vanishes at this order when $C=0$ and not otherwise. This concerns the adsorption isotherm, in a regime without phase transitions.

**Attraction at low temperature.** Suppose that the stable states at $T\to0$ are the empty and the full lattice. They coexist when their grand potentials per site, $0$ and $e-\mu$, are equal, which gives $\mu=e$. At low temperature the dilute phase contains a few adatoms, each costing

$$A=-\mu=-(2V_1+2V_2+4W+U).$$

The dense phase contains a few vacancies. A site in the full layer takes part in four neighbour bonds, four diagonals, twelve trios and four cells. Removing its atom changes the energy by $-(4V_1+4V_2+12W+4U)$ and returns $\mu=e$ to the reservoir, so a vacancy costs

$$B=-(4V_1+4V_2+12W+4U)+e=-(2V_1+2V_2+8W+3U).$$

To leading order the adatom coverage is $\theta_{\rm gas}=e^{-A/T}$ and the vacancy fraction is $\theta_{\rm vac}=e^{-B/T}$. Their ratio is

$$\frac{\theta_{\rm gas}}{\theta_{\rm vac}}\to e^{(B-A)/T}=e^{-(4W+2U)/T}=e^{-32C/T}.$$

A symmetric diagram needs a ratio of one. The pair energies have dropped out. The physical reason is that an atom attaching at a kink, the site that repeats as a layer grows, gains the trio energy $4W$, while an atom inside the layer takes part in $12W$. For pairs the interior value is twice the kink value, which makes $A$ and $B$ equal. For trios it is three times the kink value.

**Repulsion, in mean field.** Repelling neighbours can order in a checkerboard, with coverages $\theta+\delta$ and $\theta-\delta$ on two sublattices. Neighbours lie on different sublattices and diagonal partners on the same one. A trio has its middle atom on one sublattice and its two ends on the other. With $U=0$ and sites treated as independent, the energy per site is

$$2V_1(\theta^2-\delta^2)+2V_2(\theta^2+\delta^2)+4W\theta(\theta^2-\delta^2).$$

The entropy adds $T\delta^2/[2\theta(1-\theta)]$ to the free energy at second order in $\delta$. The disordered state becomes unstable to this pattern when the total coefficient of $\delta^2$ vanishes:

$$T_{\rm ord}(\theta)=4\theta(1-\theta)\left(V_1-V_2+2W\theta\right).$$

For $W=0$ this line is symmetric. Otherwise $T_{\rm ord}(\theta)-T_{\rm ord}(1-\theta)=8W\theta(1-\theta)(2\theta-1)$, so in this approximation a repulsive trio raises the line above half coverage relative to its mirror point. Mean field neglects correlations between sites, so neither the size nor the direction of this shift is established beyond it. The formula gives the ordering line where the bracket is positive, the ordering is continuous and no other instability sets in at a higher temperature. For $W=0$ and $V_2>V_1/2$, for example, alternating rows become favourable before the checkerboard does.

## A numerical case: islands and adatom gas

Take $V_1=-0.120$ eV, $W=-0.010$ eV and $V_2=U=0$. These are round values in the rough regime of noble-metal submonolayers on W(110), where two-dimensional condensation occurs at temperatures of order 1000 K. The W(110) sites form a rhombic lattice with four nearest neighbours, so the counting above applies. At 700 K, $k_BT=0.0603$ eV.

The cubic coefficient is $C=-0.010/8=-0.00125$ eV. The defect costs are

$$A=2(0.120)+4(0.010)=0.280\ \text{eV},\qquad B=2(0.120)+8(0.010)=0.320\ \text{eV},$$

and the leading-order ratio is $e^{0.040/0.0603}=1.94$.

Beyond leading order, the coexisting coverages were computed on an infinitely long strip, eight sites wide and periodic across. The Boltzmann weights between successive rows form a matrix. Near coexistence its two leading eigenvectors are combinations of the dilute and dense phases. The chemical potential is set where both have the same mean coverage, and the eigenvalues of the coverage operator within their span are the two phase coverages. For a pair model with $V_1=-0.140$ eV alone, this gives a gas coverage of 0.01630 at 700 K. The exact square-lattice result is 0.01632. The finite width shifts the coverages quoted below by less than $10^{-4}$, which can change the last digit shown.

For the trio model the results are:

| $T$ (K) | gas coverage | vacancies in islands | midpoint of dome |
|---|---|---|---|
| 600 | 0.0054 | 0.0025 | 0.5014 |
| 700 | 0.0134 | 0.0071 | 0.5032 |
| 800 | 0.0288 | 0.0171 | 0.5059 |

At 700 K the ratio is 1.88, close to the leading-order 1.94. On a linear coverage axis the dome looks nearly symmetric at this temperature, since its midpoint lies only 0.003 from half coverage. The asymmetry is plain in the minority densities, which differ by almost a factor of two. With a site area of 0.0706 nm², they are 0.19 adatoms per nm² between islands and 0.10 vacancies per nm² inside them.

At 350 K the leading law can be checked more closely. The strip, here six sites wide, gives a gas coverage of $9.48\times10^{-5}$, against $e^{-A/T}=9.29\times10^{-5}$. The 2% excess is accounted for by bound pairs. An adatom has four neighbour positions, each favoured by $e^{0.120/0.0302}\approx53$, which adds a relative $4\times53\times9.3\times10^{-5}\approx0.02$.

**Isolating the cause.** A pair model with $V_1'=V_1+2W=-0.140$ eV and $V_2'=V_2+W=-0.010$ eV has the same $J_1$ and $J_2$ as the trio model, but $C=0$. At 700 K its gas coverage and vacancy fraction are both 0.0098. Restoring the cubic term at fixed $J_1$ and $J_2$ multiplies the first by 1.37 and the second by 0.73. Reversing the sign of $C$ instead gives a gas coverage of 0.0071 and an island coverage of 0.9866, the mirror image of the original pair. Adding $U=-2W=0.020$ eV to the trio model makes both minority densities 0.0231. They are equal because $C=0$, and larger than before because this repulsive $U$ lowers both costs to 0.260 eV.

## How far the numbers carry over to a real layer

The example describes a model, not a measured metal film. The sign and size of $W$ are chosen for illustration. An attractive trio places the midpoint of the dome slightly above half coverage, whereas the coexistence curves reported for Cu, Ag and Au on W(110) peak well below half coverage, so the example does not reproduce those layers. Several omitted effects can be sized at 700 K, each with the other parameters held fixed.

A diagonal attraction $V_2=-0.020$ eV lowers the gas coverage to 0.0058 and the vacancy fraction to 0.0030. The densities more than halve, but their ratio stays near 1.9, as expected for a pair force. A four-adatom energy $U=0.005$ eV changes the ratio itself, to 1.6, because it enters $C$. Within this model, the asymmetry therefore determines, at leading order, the combination $4W+2U$ and not $W$ alone. In a real layer other many-adatom energies can enter as well. For example, an energy $S$ for three neighbouring adatoms in a straight line adds $2S$ to this combination.

The two diagonals of a W(110) cell have different lengths, so its trios are not all equivalent. Shifting all the trio energy to the trios containing one of the diagonals, at fixed total, changes either density by less than $3\times10^{-5}$. The leading costs depend on the total trio energy per site, which has not changed.

With a rough binding energy of 3 eV and an attempt rate of $10^{13}$ per second, an isolated adatom desorbs at about $2.5\times10^{-9}$ per second, which is negligible over hours. If promotion to the second layer costs roughly 0.6 eV, the corresponding Boltzmann factor is $5\times10^{-5}$, far below the vacancy fraction.

Misfit strain is a serious omission. For a layer strained equally in both in-plane directions, the elastic energy per atom is $Y\epsilon^2\Omega$, with $Y$ the biaxial modulus, $\epsilon$ the misfit and $\Omega$ the atomic volume. The usual factor ½ is cancelled by the two strained directions. With $\epsilon=5\%$, $Y=150$ GPa and $\Omega=0.017$ nm³ this is about 0.04 eV, as large as $B-A$. Suppose that every island atom carried this energy and isolated adatoms did not. The coexistence value of $\mu$ would rise by 0.04 eV and $A$ would fall by the same amount. $B$ would not change, because the strain energy released by removing an atom offsets the higher $\mu$. The leading-order ratio would then grow by another factor of 1.94, to about 3.8. The equal-strain case is a simplification for W(110), where a close-packed silver or gold layer held to the substrate sites would be stretched by about 10% in one direction and compressed by about 10% in the other. Real strain also relaxes at island edges and depends on island size, so the value of 0.04 eV is only an estimate of scale. It shows that an observed asymmetry cannot be assigned to short-range trios until elastic energy has been accounted for.

The full set of values is in the numerical output below.

## Computed values

```
V1 = -0.120 eV, W = -0.010 eV, V2 = U = 0
main temperature = 700 K, kT = 0.06032 eV
exchange identity, largest error, 65536 states = 8.9e-16 eV
spin coefficients J1 = -0.03500, J2 = -0.00250, C = -0.00125 eV
control pair model V1' = -0.140, V2' = -0.010 eV
hole model V1 = -0.160, V2 = -0.020, W = 0.010 eV
exact Tc of pair model with V1' only = 922 K
its gas coverage at 700 K: strip 0.016304, exact 0.016324
trio model, strip width 8: T, gas, island, vacancies, midpoint
  600 K  0.00542  0.99746  0.00254  0.50144
  700 K  0.01344  0.99286  0.00714  0.50315
  800 K  0.02877  0.98293  0.01707  0.50585
control model, strip width 8: T, gas, island, midpoint
  600 K  0.00372  0.99628  0.50000
  700 K  0.00984  0.99016  0.50000
  800 K  0.02232  0.97768  0.50000
coexistence mu at 700 K: trio -0.279675 eV, control -0.300000 eV
gas/vacancy ratio at 700 K = 1.882
leading-law ratio exp(-32C/kT) = 1.941
midpoint shift, width 8 to 10 = 5.4e-08
mirror (hole) model: gas 0.00714, island 0.98656
U = -2W = 0.020 eV: gas 0.02308, island 0.97692, midpoint 0.50000
adatom cost A = 0.280 eV, vacancy cost B = 0.320 eV
350 K gas: strip 9.481e-05, exp(-A/kT) 9.293e-05
350 K vacancies: strip 2.518e-05, exp(-B/kT) 2.467e-05
rough W lattice constant = 0.316 nm, site area = 0.0706 nm^2
adatom gas density at 700 K = 0.190 per nm^2
vacancy density in islands = 0.101 per nm^2
Neglected effects at 700 K (rough inputs):
  V2 = -0.020 eV: gas 0.00584, vacancies 0.00304
  U = 0.005 eV: gas 0.01521, vacancies 0.00951
  equal trios, width 6: gas 0.01343, vacancies 0.00713
  all trio energy on one diagonal, width 6: gas 0.01345, vacancies 0.00715
  desorption: 3.0 eV, 1e+13 per s -> 2.5e-09 per s
  second layer: promotion 0.6 eV -> fraction 4.8e-05
  misfit 5 %, modulus 150 GPa, atomic volume 0.017 nm^3
  misfit strain energy = 0.040 eV per atom
```
